# Sharp-edged spreading of a point deposit with concentration-proportional diffusivity

Q: During the post-exposure bake of a chemically amplified resist, acid spreads sideways out of a narrow exposed line. Diffusion gives Gaussian tails. Why should it matter if the diffusivity varies with concentration?

A: It can remove the tails altogether, as happens when the diffusivity is proportional to the acid concentration. Take the model

$$D(c)=\kappa c,\qquad J=-\kappa c\,\partial_x c,\qquad \partial_t c=-\partial_x J ,$$

where $c(x,t)\ge 0$ is the mean acid concentration, $J$ the flux along $x$, and $\kappa$ a constant. The line is long and uniform through the film, so one coordinate suffices. I assume that the $x$ axis is unbounded, that no acid is lost, and that at $t=0$ all the acid, an amount $M$ per unit area of the plane $x=0$, sits at $x=0$. Since $c\,\partial_xc=\tfrac12\partial_x(c^2)$,

$$\partial_t c=\frac{\kappa}{2}\,\partial_x^2(c^2).\tag{1}$$

The Gaussian solves the equation with constant $D$. It has no claim on this one.

Q: If the profile has a corner somewhere, the second derivative in (1) does not exist there. What do you then mean by a solution?

A: I ask for the balance of acid in integrated form. Multiply $\partial_tc=-\partial_xJ$ by a smooth weight $\varphi(x)$ that vanishes far away, and integrate by parts twice:

$$\frac{d}{dt}\int c\,\varphi\,dx=\int \varphi' J\,dx=-\frac{\kappa}{2}\int\varphi'\,\partial_x(c^2)\,dx=\frac{\kappa}{2}\int \varphi''c^2\,dx .\tag{2}$$

This must hold for every such $\varphi$. The last integration by parts needs $c^2$ to be continuous. A jump in $c^2$ would mean an infinite flux. Because $c\ge0$, continuity of $c^2$ makes $c$ continuous too. Its slope may still jump.

Q: How do you get a profile from a nonlinear equation without guessing it?

A: Dimensions fix its shape up to one function. Count the amount of acid in a unit of its own. Then $M$ is amount/length², and $\kappa=D/c$ is (length²/time)(length³/amount). The product $\kappa Mt$ is a length cubed, and nothing else in the problem supplies a length. So I look for an even profile of the form

$$c=t^{-1/3}F(\xi),\qquad \xi=x\,t^{-1/3}.$$

The prefactor keeps $\int c\,dx=\int F\,d\xi$ constant. Since $\partial_t\xi=-\xi/(3t)$,

$$\partial_tc=-\tfrac13t^{-4/3}(F+\xi F')=-\tfrac13t^{-4/3}(\xi F)'.$$

Also $\partial_xc=t^{-2/3}F'$, so $\kappa c\,\partial_xc=\kappa t^{-1}FF'$, and one more $x$ derivative gives $\kappa t^{-4/3}(FF')'$. Equating the two sides and cancelling $t^{-4/3}$,

$$\left(\kappa FF'+\tfrac13\xi F\right)'=0 .$$

The bracket is therefore constant.

Q: Which constant, and does it stay the same across a corner?

A: The bracket has a physical meaning. A point of fixed $\xi$ moves with velocity $x/(3t)$. The flux past that moving point is

$$J-\frac{x}{3t}\,c=-\frac1t\left(\kappa FF'+\tfrac13\xi F\right).$$

Conservation of acid forbids a jump in it, so one constant serves for all $\xi$. At $\xi=0$ the term $\xi F$ vanishes, and by mirror symmetry no net flux crosses the centre. The constant is zero:

$$F\left(\kappa F'+\tfrac13\xi\right)=0 .$$

At each $\xi$ either $F=0$, or $F'=-\xi/(3\kappa)$. On any interval where $F>0$, integration gives

$$F=\frac{A-\xi^2}{6\kappa},$$

with $A$ a constant of that interval.

Q: You could then glue several such pieces together, or stop a piece wherever you like.

A: Continuity forbids both. An interval of positive $F$ must end where $F=0$, which for this parabola means $\xi=\pm\sqrt A$. Every such interval thus contains $\xi=0$, so there is only one. Outside it $F=0$.

Q: Suppose I cut the parabola earlier, at $|x|=bX(t)$ with $b<1$, where $X=\sqrt A\,t^{1/3}$, and raise $A$ to restore the mass. At the cut $J=xc/(3t)$, so acid arrives just as fast as the cut moves. Mass is conserved. What is wrong?

A: The mass balance is indeed satisfied, but Fick's law fails at the step. For your profile the rate of change of $\int c\varphi\,dx$ equals $\int\varphi'J\,dx$ over the interior. The next integration by parts now leaves a boundary term:

$$\frac{d}{dt}\int c\,\varphi\,dx=\frac{\kappa}{2}\int\varphi''c^2\,dx-\frac{\kappa}{2}\Big[\varphi'c^2\Big]_{-bX}^{bX}.$$

Equation (2) requires the bracket to vanish for every $\varphi$, which needs $c=0$ at the cut. For a numerical test I used the parameters introduced below, $t=60$ s and $\varphi=\exp[-((x-14\,\mathrm{nm})/3\,\mathrm{nm})^2]$, which straddles the edge. The two sides of (2) differ by $4\times10^{-7}$ of the left side for the full parabola, and by 0.79 of it for your cut at $b=0.8$ with $A$ raised to restore the mass (0.85 if $A$ is left unchanged).

Q: Then fix $A$ and tell me where the acid ends.

A: The mass gives

$$M=\int_{-\sqrt A}^{\sqrt A}\frac{A-\xi^2}{6\kappa}\,d\xi=\frac{1}{6\kappa}\left(2A^{3/2}-\tfrac23A^{3/2}\right)=\frac{2A^{3/2}}{9\kappa},$$

so $A^{3/2}=9\kappa M/2$. Returning to $x$ and $t$, with $X^3=A^{3/2}t$,

$$c(x,t)=\frac{X^2-x^2}{6\kappa t}\quad(|x|<X),\qquad c=0\quad(|x|\ge X),\qquad X(t)=\left(\frac{9\kappa Mt}{2}\right)^{1/3}.\tag{3}$$

The edge is sharp in the sense that $c$ reaches zero at a finite distance with a finite slope. It is a corner, not a step. Substituting $\kappa t=2X^3/(9M)$ into the central value $X^2/(6\kappa t)$ gives the peak $3M/(4X)$, which falls as $t^{-1/3}$.

Q: The diffusivity is zero at the edge. How can the edge move at all?

A: The flux vanishes there, but so does the concentration, and the mean transport velocity is their ratio:

$$\frac Jc=-\kappa\,\partial_xc=\frac{x}{3t}.$$

At $x=X$ this is $X/(3t)$, which is also $dX/dt$ for $X\propto t^{1/3}$. The edge moves at the mean transport velocity found there. This is not the path of particular acids, which also change places by random motion. The velocity is proportional to $x$, so the whole profile stretches uniformly. It slows down because stretching lowers the gradient.

Q: You assumed an even, self-similar form. Perhaps another solution from the same deposit has tails.

A: That can be excluded. Let $c_1$ and $c_2$ be two solutions of mass $M$ whose second moments $\int x^2c\,dx$ tend to zero as $t\to0$. This is the sense in which both start as a point deposit. I also assume that their fluxes are finite and vanish far away. No symmetry or similarity is assumed. Define the difference of cumulative amounts,

$$W(x,t)=\int_{-\infty}^x(c_1-c_2)\,dy,\qquad \partial_xW=c_1-c_2 .$$

Integrating (1) from $-\infty$ to $x$ gives $\partial_tW=\tfrac{\kappa}{2}\partial_x(c_1^2-c_2^2)$. Multiply by $W$, integrate over $x$, and integrate by parts. The boundary terms vanish far away, and

$$\frac{d}{dt}\,\frac12\int W^2dx=-\frac{\kappa}{2}\int(c_1-c_2)(c_1^2-c_2^2)\,dx=-\frac{\kappa}{2}\int(c_1-c_2)^2(c_1+c_2)\,dx\le0 .\tag{4}$$

So $\int W^2dx$ cannot grow. It remains to show that it starts from zero.

Q: Both deposits start at the same point, but does that make the integral vanish?

A: Let $S(t)$ be the larger of the two second moments. The amount lying beyond a distance $|x|$ on one side is at most $S/x^2$, because every part of it contributes at least $x^2$ times its amount to the second moment. For $x<0$, $W$ is the difference of two such amounts. For $x>0$ the same holds with the amounts on the right, because the total masses are equal. Hence $|W|\le S/x^2$, and also $|W|\le M$. Using the second bound for $|x|<a$ and the first beyond, with $a=\sqrt{S/M}$,

$$\int W^2dx\le2M^2a+2\int_a^\infty\frac{S^2}{x^4}dx=2M^2a+\frac{2S^2}{3a^3}=\frac83M^{3/2}S^{1/2}.$$

This tends to zero with $S$. By (4) the integral then stays zero, so $W=0$ and $c_1=c_2$. The parabola belongs to the class considered, since

$$\int x^2c\,dx=\frac{1}{6\kappa t}\cdot2\left(\frac{X^5}{3}-\frac{X^5}{5}\right)=\frac{9M}{12X^3}\cdot\frac{4X^5}{15}=\frac{MX^2}{5}\to0 .$$

It is therefore the solution. As a check of (4), two parabolas displaced by 3 nm, taken at 60 s with the parameters below, give $-0.001049$ nm⁻³/s for each side.

Q: Put in numbers that a resist engineer would recognise.

A: I take round values: $M=1$ nm⁻² ($10^{14}$ cm⁻²), $\kappa=10$ nm⁵/s and a bake of 60 s. At $c=0.1$ nm⁻³ this makes $D=1$ nm²/s, or $10^{-14}$ cm²/s. Then

$$X^3=4.5\times10\times1\times60=2700\ \mathrm{nm^3},\qquad X=13.9\ \mathrm{nm}.$$

The peak is $3/(4\times13.92)=0.054$ nm⁻³, or $5.4\times10^{19}$ cm⁻³, and the diffusivity there has dropped to 0.54 nm²/s. The edge still moves at $13.92/180=0.077$ nm/s. At 30 s it stood at 11.05 nm, so the second half of the bake added less than 3 nm.

A direct finite-volume solution of the transport equation, started from a deposit 0.5 nm wide on cells of 0.05 nm, puts the edge at 13.93 nm after 60 s. Here the edge is read where $c$ falls to 0.1 % of its central value. The exponent fitted between 7.5 and 60 s is 0.332. The largest deviation from the parabola is 0.12 % of the peak. The numerical output lists the intermediate times.

Q: How different is this from a Gaussian of the same width? An engineer might not notice.

A: Hold the variance fixed at its 60 s value, $X^2/5$, which is an rms spread of 6.2 nm. A constant diffusivity gives variance $2Dt$, so it needs $D=X^2/(10t)=0.32$ nm²/s. The Gaussian's fraction beyond $\pm X$ is

$$\mathrm{erfc}\left(\frac{X}{\sqrt2\,X/\sqrt5}\right)=\mathrm{erfc}\left(\sqrt{5/2}\right)=0.025 .$$

The parabola has nothing there. The two laws also respond differently to the amount of acid. With constant $D$ the rms width does not depend on $M$ and grows as $t^{1/2}$. A width read at a fixed threshold does depend on $M$, through the square root of a logarithm: for this Gaussian the point where $c=0.01$ nm⁻³ moves from 12.0 to 17.5 nm when $M$ is multiplied by eight. Here eight times the acid $M$, at fixed time and $\kappa$, doubles $X$.

Q: No real polymer has a diffusivity of exactly zero without acid. Does the edge survive?

A: Not strictly. Let $D=D_b+\kappa c$ with a small background $D_b$. Near the edge, treat the front as steady, $c=c(s)$ with $s=x-vt$. Then $-vc'=(Dc')'$, and integrating from far ahead, where both $c$ and the flux vanish, gives $(D_b+\kappa c)c'=-vc$. Division by $c$ and a second integration yield

$$D_b\ln c+\kappa c=\text{const}-vs .$$

Where $\kappa c\gg D_b$ this is the linear ramp of the parabola's edge. Where $\kappa c\ll D_b$ it is a tail $c\propto e^{-vs/D_b}$. For $D_b=0.02$ nm²/s, about 4 % of the peak value of $\kappa c$, this steady estimate of the tail length is $D_b/v=0.26$ nm.

Q: Is the steady picture good enough when the front is slowing down?

A: Only roughly. Between $c=10^{-3}$ and $10^{-4}$ nm⁻³ it predicts a distance

$$\frac{0.02\ln10+10\times(10^{-3}-10^{-4})}{0.0774}=0.71\ \mathrm{nm},$$

while the numerical solution gives 0.62 nm, 12 % less than the estimate. The estimate leaves out the slowing of the front and also uses the speed $v$ of the background-free edge. I have not separated the two errors. Farther out, the tail of the full equation falls more steeply than the steady exponential.

The fraction beyond the ideal $X$ is 0.3 % for this background. With $D_b=0.2$ nm²/s, other parameters held fixed, it is 5.7 %. This is not directly comparable with the 2.5 % of the Gaussian above: that Gaussian was matched in variance to the parabola, whereas here the background flux is added to the concentration-dependent one and the variance is not held fixed.

A longer bake makes the background more important, because $\kappa c$ falls and $D_b$ does not. If the peak of the background-free profile is used, they become equal at the centre when $3\kappa M/(4X)=D_b$. Inserting $X=3\kappa M/(4D_b)$ into $t=2X^3/(9\kappa M)$ gives the crossover estimate

$$t_*=\frac{2}{9\kappa M}\left(\frac{3\kappa M}{4D_b}\right)^3=\frac{3}{32}\,\frac{\kappa^2M^2}{D_b^3}.$$

The background itself also lowers the peak, so the actual equality comes earlier; numerically it falls at $0.45\,t_*$. The crossover is broad. In this estimate $D_b/\kappa c$ at the centre is $(t/t_*)^{1/3}$, so the $t^{1/3}$ law needs this cube root, not merely $t/t_*$, to be small. The local exponent of the rms width is 0.35 at $t=0.001\,t_*$, 0.37 at $0.01\,t_*$ and 0.39 at $0.05\,t_*$, which is the 60 s bake with $D_b=0.2$ nm²/s. At late times the diffusivity tends to $D_b$ everywhere and the exponent approaches $1/2$, also slowly: 0.47 at $10\,t_*$ and 0.49 at $100\,t_*$.

Q: Acid is also lost during the bake. Does that destroy the solution?

A: First-order loss does not. Add $-kc$ to the right side of (1) and write $c=e^{-kt}g(x,\tau(t))$. The time derivative is $-kc+e^{-kt}\,\dot\tau\,\partial_\tau g$. The diffusion term, being quadratic, carries $e^{-2kt}$. The loss terms cancel, and the choice $\dot\tau=e^{-kt}$ leaves the loss-free equation for $g$ in the time

$$\tau=\frac{1-e^{-kt}}{k}.$$

The edge is $X(\tau)$. For $k=0.005$ s⁻¹, $\tau=51.8$ s and the edge is at 13.3 nm, although only 74 % of the acid remains. In a long bake $\tau\to1/k$, and the edge approaches a finite limit, $(9\kappa M/2k)^{1/3}$. Neutralisation by a quencher, which itself diffuses and is used up, is a different reaction and is not covered by this result.

Q: An exposed line is not a point. How bad is that?

A: Spread the same $M$ uniformly over 10 nm, so that $c=0.1$ nm⁻³ at the start. The numerical edge after 60 s is then 14.4 nm, 3.2 % beyond that of the narrow deposit, and the peak is 0.052 instead of 0.054 nm⁻³. Despite the width of the line, its edge and peak are by then within 4 % of those of the narrow deposit.

Q: And the resist itself: which of your assumptions would it break first?

A: Bakes of about a minute near 110 °C, and acid spreads of several nanometres to a few tens, are roughly typical, so the example lies in a realistic range. The proportionality $D=\kappa c$ is the weak point. Acid mobility in a resist also depends on the polymer, on the size of the acid's anion and on how far the deprotection reaction has gone, so a linear law in acid concentration is a model, not a general property. Stray exposure between the lines leaves acid there, and then $D$ does not vanish ahead of the front even if the law holds. For a uniform stray concentration $c_0$, write $c=c_0+u$. The flux is then $-(\kappa c_0+\kappa u)\,\partial_xu$, so the excess $u$ obeys the background equation above with $D_b=\kappa c_0$. The two cases computed there correspond to $c_0=0.002$ and $0.02$ nm⁻³, and put 0.3 % and 5.7 % of the excess acid beyond $X$.

Temperature enters through $\kappa$. If $\kappa\propto e^{-E/k_BT}$ with a rough $E=1$ eV, then $d\ln\kappa/dT=E/(k_BT^2)=7.9$ % per kelvin at 383 K. The cube root reduces this to 2.6 % per kelvin in $X$.

Q: You speak of a corner in a profile whose peak holds one acid in roughly 20 nm³. Is there really an edge?

A: There is one in the mean concentration of this model, not in a single snapshot of molecules. The slope at the edge is $X/(3\kappa t)=0.0077$ nm⁻⁴. A cube of side $\ell$ touching the edge has mean concentration $0.0077\,\ell/2$ and holds $0.0077\,\ell^4/2$ acids. That equals one for $\ell=4.0$ nm. Seen locally, over a cross-section of about 4 nm by 4 nm, the edge is therefore blurred by counting over about 4 nm, much more than by the 0.26 nm tail of the weak background. The figure depends on the area examined: over a cross-section of 800 nm², the slab next to the edge that holds one acid satisfies $800\times0.0077\,\ell^2/2=1$, or $\ell\approx0.6$ nm.

Averaging along the line helps. A 20 nm length in a 40 nm thick film holds 800 acids. If their number fluctuates as independent counts, $M$ varies by $1/\sqrt{800}=3.5$ %, and $X\propto M^{1/3}$ by 1.2 %. This is the effect of the varying amount alone. The scatter of the acid positions in a snapshot adds to the uncertainty of a measured width: for 800 independent positions drawn from the parabola, the rms width scatters by 1.9 %.

A deeper limitation remains. Equation (1) contains the square of the mean concentration. With individual acids, the average flux depends on how each acid's mobility responds to its neighbours and on correlations between their positions, so it need not follow from the mean concentration alone. At the peak the acids are about 2.6 nm apart, so $X$ spans only some five spacings. For this example the mean-field equation is an approximation of uncertain accuracy, and a calculation with individual acids would be needed to say how far the average profile departs from the parabola.

## Calculated quantities

```
sheet density M = 1.0 nm^-2 = 1.0e+14 cm^-2
kappa = 10.0 nm^5/s, bake time = 60 s
D at c = 0.1 nm^-3: 1.00 nm^2/s = 1.0e-14 cm^2/s
edge at  7.5 s: formula 6.96 nm, solver 6.98 nm
edge at 15.0 s: formula 8.77 nm, solver 8.79 nm
edge at 30.0 s: formula 11.05 nm, solver 11.07 nm
edge at 60.0 s: formula 13.92 nm, solver 13.93 nm
fitted edge exponent (solver) = 0.3324
peak at 60 s: formula 0.05386, solver 0.05386 nm^-3
peak in cm^-3 = 5.39e+19
D at the peak, 60 s = 0.539 nm^2/s
edge speed at 60 s = 0.0774 nm/s
rms spread X/sqrt(5) at 60 s = 6.23 nm
c at x =  4.0 nm: formula 0.04942, solver 0.04942 nm^-3
c at x =  8.0 nm: formula 0.03608, solver 0.03608 nm^-3
c at x = 12.0 nm: formula 0.01386, solver 0.01386 nm^-3
largest profile error / peak = 1.2e-03
solver fraction beyond X + 0.3 nm = 0.0e+00
weak-equation mismatch, full parabola = 3.7e-07
weak-equation mismatch, cut at 0.8 X = 0.85
uniqueness: energy rate -0.001049, dissipation -0.001049 nm^-3/s
uniqueness: integral W^2 = 0.384, bound = 18.43 nm^-3
equal-variance constant D = 0.323 nm^2/s
Gaussian fraction beyond X: formula 0.0253, solver 0.0254
weak background D_b = 0.02 nm^2/s: D_b/v = 0.259 nm
  distance from c = 1e-03 to 1e-04 nm^-3: estimate 0.712, solver 0.625 nm
  fraction beyond X = 0.00298
strong background D_b = 0.2 nm^2/s: fraction beyond X = 0.0570
loss rate 0.005 1/s: effective time = 51.84 s, acid left = 0.741
  edge with loss: formula 13.26, solver 13.32 nm
10 nm wide start (c = 0.10 nm^-3): edge = 14.38 nm, shift = 3.2 %
  peak with 10 nm start = 0.05217 nm^-3
bake at 383.15 K, activation energy 1.0 eV (rough)
  kappa change = 7.9 %/K, edge change = 2.6 %/K
acids in 20 nm of line, 40 nm film = 800
  edge shift from counting noise = 1.2 %
concentration slope at edge = 0.00774 nm^-4
one-acid cube at the edge: side = 4.0 nm
mean acid spacing at the peak = 2.6 nm
```
